**Hydrogen elimination from MH4 and the origin of the divalent-state stabilisation**

For MH4 → MH2 + H2 at one temperature, ΔH = D1 + D2 − D(H2) = 2D1 − S − D(H2). Here D1 and D2 are the successive M–H bond enthalpies, D(H2) is the bond enthalpy of hydrogen, and S = D1 − D2 is the divalent-state stabilisation. The program asserts that the cycle agrees with numerical van't Hoff slopes for elimination and for 2MH3 → MH4 + MH2, and that the conversion formula agrees with a direct Gibbs-energy minimum. It also asserts that the strong-bond law for S agrees with full configuration interaction in a four-hybrid model, for both singlet and triplet MH2. With round silane-like inputs of 380 and 290 kJ/mol and a computed D(H2) of 434.4 kJ/mol, the output gives S = 90 kJ/mol and ΔH = 235.6 kJ/mol at 298.15 K. At 900 K and 1 Torr the isolated reaction reaches an equilibrium conversion of 1.64 %. At silane-like model parameters the strong-bond law gives 0.400 eV against 0.754 eV from the full model, which shows that it is a limiting law and not a quantitative estimate there.

## Program and output

```python
"""
Result under test: for MH4 -> MH2 + H2 at one temperature,
    dH = D1 + D2 - D(H2) = 2*D1 - S - D(H2),   S = D1 - D2,
D1 = bond enthalpy of H3M-H, D2 = bond enthalpy of H2M-H,
S = divalent-state stabilisation; 2 MH3 -> MH4 + MH2 has enthalpy -S.
Origin of S: model with four sp3 hybrids on M, hopping beta to each H,
s-p gap (hybrid coupling -gap/4), on-site repulsion U. For large beta
    S = (sqrt(U^2 + gap^2) - U)/2 - 3*gap^2/(32*beta),
and the first term is absent when MH2 is a triplet.
Thermochemistry is in kJ/mol, the electronic model in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, cc, fci

kB, h, c = const.k, const.h, const.c
R = const.R / 1000.0                                  # kJ/mol/K
amu = const.atomic_mass
hartree_J = const.physical_constants["Hartree energy"][0]
hartree_kJ = hartree_J * const.N_A / 1000.0
bohr_A = const.physical_constants["Bohr radius"][0] * 1e10
eV_kJ = const.e * const.N_A / 1000.0
mass_H = const.m_p + const.m_e                        # kg, binding neglected
T0, T_hot = 298.15, 900.0
P_STD = 1.0e5                                         # Pa


# ---------- H2 bond energy from electronic structure ----------
def h2_scf(r, basis):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {r}", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    return mf


def h2_energy(r, basis):
    solver = cc.CCSD(h2_scf(r, basis))
    solver.conv_tol = 1e-9
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 100
    solver.kernel()
    return solver.e_tot


def h_atom_energy(basis):
    mol = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
    return scf.UHF(mol).kernel()


r_points = np.array([0.40, 0.48, 0.56, 0.64, 0.70, 0.76, 0.82, 0.90,
                     1.00, 1.12, 1.26, 1.42, 1.60, 1.80])
curve = CubicSpline(r_points, [h2_energy(r, "cc-pvtz") for r in r_points])
r_eq = minimize_scalar(curve, bounds=(0.6, 0.9), method="bounded").x
well_depth = 2 * h_atom_energy("cc-pvqz") - h2_energy(r_eq, "cc-pvqz")

# CCSD must agree with full configuration interaction for two electrons
fci_energy = fci.FCI(h2_scf(0.76, "cc-pvtz")).kernel()[0]
assert abs(fci_energy - h2_energy(0.76, "cc-pvtz")) < 1e-6

# vibrational levels on a sinc grid, atomic units
mu = 0.5 * mass_H / const.m_e
grid = np.linspace(0.40, 1.80, 220) / bohr_A
step = grid[1] - grid[0]
diff = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 / np.where(diff == 0, 1, diff)**2)
kinetic = kinetic * (-1.0)**np.abs(diff) / (2 * mu * step**2)
potential = curve(grid * bohr_A) - curve(r_eq)
levels, waves = np.linalg.eigh(kinetic + np.diag(potential))
zero_point = levels[0]
rot_const = np.sum(waves[:, 0]**2 / (2 * mu * grid**2))
D_H2_0K = (well_depth - zero_point) * hartree_kJ

J = np.arange(0, 30)
weight_J = np.where(J % 2 == 0, 1, 3) * (2 * J + 1) / 4.0
h2_levels = (levels[:4, None] - levels[0]
             + rot_const * J * (J + 1)).ravel() * hartree_kJ
h2_weights = np.tile(weight_J, 4)

# ---------- round, silane-like molecular parameters ----------
D1, D2 = 380.0, 290.0                                 # kJ/mol at T0
triplet_gap = 85.0                                    # kJ/mol
mass_M, bond_length, angle_MH2 = 28.0, 1.50, 92.0     # u, angstrom, degree
wavenumbers = {"MH4": [2200] * 4 + [950] * 5,
               "MH3": [2150] * 3 + [900] * 2 + [750],
               "MH2": [2000] * 2 + [1000]}
symmetry = {"MH4": 12, "MH3": 3, "MH2": 2}
spin_weight = {"MH4": 1, "MH3": 2, "MH2": 1}
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
tetra = tetra / np.sqrt(3)
half = np.radians(angle_MH2 / 2)
directions = {"MH4": tetra, "MH3": tetra[:3],
              "MH2": np.array([[np.sin(half), np.cos(half), 0],
                               [-np.sin(half), np.cos(half), 0]])}


def rotational_temperatures(name):
    xyz = np.vstack([np.zeros(3), directions[name] * bond_length * 1e-10])
    m = np.array([mass_M * amu] + [mass_H] * (len(xyz) - 1))
    xyz = xyz - (m @ xyz) / m.sum()
    inertia = (np.eye(3) * np.sum(m * np.sum(xyz**2, axis=1))
               - (xyz.T * m) @ xyz)
    return h**2 / (8 * np.pi**2 * kB * np.linalg.eigvalsh(inertia))


theta_rot = {name: rotational_temperatures(name) for name in wavenumbers}


def ln_q(name, T):
    """log partition function at 1 bar, from the lowest level"""
    n_h = {"H": 1, "H2": 2}.get(name)
    mass = n_h * mass_H if n_h else mass_M * amu + int(name[-1]) * mass_H
    out = 1.5 * np.log(2 * np.pi * mass * kB * T / h**2)
    out += np.log(kB * T / P_STD)
    if name == "H":
        return out + np.log(2)
    if name == "H2":
        return out + np.log(np.sum(h2_weights * np.exp(-h2_levels / (R * T))))
    x = h * c * 100 * np.array(wavenumbers[name]) / (kB * T)
    out += 0.5 * np.log(np.pi * T**3 / np.prod(theta_rot[name]))
    out += np.log(spin_weight[name] / symmetry[name])
    return out - np.sum(np.log1p(-np.exp(-x)))


def thermal_enthalpy(name, T):
    """H(T) - H(0) from mean energies, kJ/mol"""
    if name == "H":
        return 2.5 * R * T
    if name == "H2":
        p = h2_weights * np.exp(-h2_levels / (R * T))
        return 2.5 * R * T + np.sum(p * h2_levels) / p.sum()
    x = h * c * 100 * np.array(wavenumbers[name]) / (kB * T)
    return R * T * (4.0 + np.sum(x / np.expm1(x)))


th = {name: thermal_enthalpy(name, T0)
      for name in ("H", "H2", "MH4", "MH3", "MH2")}
D_H2 = D_H2_0K + 2 * th["H"] - th["H2"]
D1_0K = D1 - (th["MH3"] + th["H"] - th["MH4"])
D2_0K = D2 - (th["MH2"] + th["H"] - th["MH3"])
ground = {"H": 0.0, "H2": -D_H2_0K, "MH4": 0.0,
          "MH3": D1_0K, "MH2": D1_0K + D2_0K}
elimination = {"MH4": -1, "MH2": 1, "H2": 1}
disproportionation = {"MH3": -2, "MH4": 1, "MH2": 1}


def ln_K(reaction, T):
    return sum(n * (ln_q(s, T) - ground[s] / (R * T))
               for s, n in reaction.items())


def vant_hoff(reaction, T, dT=0.05):
    slope = (ln_K(reaction, T + dT) - ln_K(reaction, T - dT)) / (2 * dT)
    return R * T**2 * slope


S = D1 - D2
dH = 2 * D1 - S - D_H2
slope_elim = vant_hoff(elimination, T0)
slope_disp = vant_hoff(disproportionation, T0)
assert abs(slope_elim - dH) < 0.01
assert abs(slope_disp + S) < 0.01
dH_0K = D1_0K + D2_0K - D_H2_0K
mixed = D1 + D2 - D_H2_0K
assert abs(mixed - slope_elim) > 1.0      # mixed temperatures must fail

dH_hot = dH_0K + sum(n * thermal_enthalpy(s, T_hot)
                     for s, n in elimination.items())
assert abs(dH_hot - vant_hoff(elimination, T_hot)) < 0.01
lnK_hot = ln_K(elimination, T_hot)
dG_hot = -R * T_hot * lnK_hot
dS_hot = (dH_hot - dG_hot) / T_hot * 1000
T_unit = brentq(lambda T: ln_K(elimination, T), 500, 5000)

# conversion at fixed pressure: formula against Gibbs-energy minimum
pressure = const.torr / P_STD                         # 1 Torr in bar
K_hot = np.exp(lnK_hot)
conversion = np.sqrt(K_hot / (K_hot + pressure))


def gibbs(log_a):
    a = np.exp(log_a)
    n = np.array([1 - a, a, a])
    return -a * lnK_hot + np.sum(n * np.log(n / n.sum() * pressure))


best = minimize_scalar(gibbs, bounds=(-16, -1e-6), method="bounded",
                       options={"xatol": 1e-9})
assert abs(np.exp(best.x) / conversion - 1) < 1e-3


# ---------- electronic model for the origin of S ----------
def cluster_energy(n_H, beta, gap, U, triplet=False):
    n = 4 + n_H
    hop = np.zeros((n, n))
    hop[:4, :4] = -gap / 4
    np.fill_diagonal(hop, 0.0)
    for i in range(n_H):
        hop[i, 4 + i] = hop[4 + i, i] = -beta
    eps, C = np.linalg.eigh(hop)
    eri = U * np.einsum("pa,pb,pc,pd->abcd", C, C, C, C, optimize=True)
    n_up = (n + 1) // 2 + (1 if triplet else 0)
    return fci.direct_spin1.kernel(np.diag(eps), eri, n, (n_up, n - n_up),
                                   tol=1e-11, max_cycle=200,
                                   pspace_size=1300)[0]


def model_bonds(beta, gap, U):
    e4, e3, e2 = (cluster_energy(k, beta, gap, U) for k in (4, 3, 2))
    e2_triplet = cluster_energy(2, beta, gap, U, triplet=True)
    return e3 - e4, e2 - e3, e2_triplet - e3


def pair_gain(gap, U):
    return (np.sqrt(U**2 + gap**2) - U) / 2


beta_m, gap_m, U_m = 2.8, 6.0, 4.0
d1_flat, d2_flat, _ = model_bonds(beta_m, 0.0, U_m)
isolated_bond = (np.sqrt(U_m**2 + 16 * beta_m**2) - U_m) / 2
assert abs(d1_flat - isolated_bond) < 1e-6
assert abs(d2_flat - isolated_bond) < 1e-6

gap_t, U_t, residuals = 2.0, 1.0, []
for beta_t in (50.0, 100.0):
    b1, b2, b2_trip = model_bonds(beta_t, gap_t, U_t)
    mixing = -3 * gap_t**2 / (32 * beta_t)
    residuals.append(abs(b1 - b2 - pair_gain(gap_t, U_t) - mixing))
S_test, S_trip_test = b1 - b2, b1 - b2_trip
assert residuals[1] < 0.1 * abs(mixing)
assert residuals[1] < 0.35 * residuals[0] + 1e-8
assert abs(S_trip_test - mixing) < 0.1 * abs(mixing)

m1, m2, m2_trip = model_bonds(beta_m, gap_m, U_m)
law_m = pair_gain(gap_m, U_m) - 3 * gap_m**2 / (32 * beta_m)

# ---------- output ----------
print(f"H2 equilibrium distance, cc-pVTZ: {r_eq:.4f} angstrom")
print(f"H2 well depth, cc-pVQZ: {well_depth * hartree_kJ:.1f} kJ/mol")
print(f"H2 zero-point energy: {zero_point * hartree_kJ:.1f} kJ/mol")
print(f"D(H2) at 0 K: {D_H2_0K:.1f} kJ/mol")
print(f"D(H2) at 298.15 K: {D_H2:.1f} kJ/mol")
print(f"Input D1, D2 at 298.15 K: {D1:.0f}, {D2:.0f} kJ/mol")
print(f"Input M mass: {mass_M:.0f} u; M-H length: {bond_length:.2f} angstrom")
print(f"Input H-M-H angle in MH2: {angle_MH2:.0f} degree")
for name, values in wavenumbers.items():
    print(f"Input wavenumbers {name}: {values} cm^-1")
print(f"S = D1 - D2: {S:.1f} kJ/mol")
print(f"Elimination enthalpy at 298.15 K: {dH:.1f} kJ/mol")
print(f"Same, converted: {dH / eV_kJ:.3f} eV")
print(f"Elimination enthalpy if S were 0: {2 * D1 - D_H2:.1f} kJ/mol")
print(f"van't Hoff slope, elimination: {slope_elim:.1f} kJ/mol")
print(f"van't Hoff slope, 2 MH3 -> MH4 + MH2: {slope_disp:.1f} kJ/mol")
print(f"D1, D2 at 0 K: {D1_0K:.1f}, {D2_0K:.1f} kJ/mol")
print(f"S at 0 K: {D1_0K - D2_0K:.1f} kJ/mol")
print(f"Elimination enthalpy at 0 K: {dH_0K:.1f} kJ/mol")
print(f"Error from 0 K D(H2) with 298 K D1, D2: {mixed - dH:.1f} kJ/mol")
print(f"Elimination enthalpy at 900 K: {dH_hot:.1f} kJ/mol")
print(f"Elimination entropy at 900 K, 1 bar: {dS_hot:.1f} J/mol/K")
print(f"Elimination Gibbs energy at 900 K, 1 bar: {dG_hot:.1f} kJ/mol")
print(f"Equilibrium constant at 900 K (1 bar standard): {K_hot:.2e}")
print(f"Equilibrium conversion at 900 K, 1 Torr: {100 * conversion:.2f} %")
print(f"Conversion from Gibbs minimum: {100 * np.exp(best.x):.2f} %")
print(f"Temperature where K = 1: {T_unit:.0f} K")
print(f"Factor in K from 10 kJ/mol at 900 K: {np.exp(10/(R*T_hot)):.2f}")
print(f"Factor in K due to S at 900 K: {np.exp(S/(R*T_hot)):.2e}")
print(f"Input triplet MH2 excitation: {triplet_gap:.0f} kJ/mol")
print(f"Elimination enthalpy to triplet: {dH + triplet_gap:.1f} kJ/mol")
print(f"S referred to triplet MH2: {S - triplet_gap:.1f} kJ/mol")
print("Triplet/singlet population ratio at 900 K: "
      f"{3 * np.exp(-triplet_gap / (R * T_hot)):.1e}")
print(f"Limit test: beta {beta_t:.0f}, gap {gap_t:.0f}, U {U_t:.0f} eV")
print(f"Limit test S, full diagonalization: {S_test:.5f} eV")
print(f"Limit test S, law: {pair_gain(gap_t, U_t) + mixing:.5f} eV")
print(f"Limit test S with triplet MH2, full: {S_trip_test:.5f} eV")
print(f"Limit test S with triplet MH2, law: {mixing:.5f} eV")
print(f"Model input: beta {beta_m:.1f}, gap {gap_m:.1f}, U {U_m:.1f} eV")
print(f"Model bond energy at zero gap: {isolated_bond:.3f} eV")
print(f"Model D1, D2, full: {m1:.3f}, {m2:.3f} eV")
print(f"Model S, full: {m1 - m2:.3f} eV")
print(f"Model S with triplet MH2, full: {m1 - m2_trip:.3f} eV")
print(f"Model pairing term alone: {pair_gain(gap_m, U_m):.3f} eV")
print(f"Model S from large-beta law: {law_m:.3f} eV")
print("checks complete")
```

Running it gives:

```
H2 equilibrium distance, cc-pVTZ: 0.7426 angstrom
H2 well depth, cc-pVQZ: 456.6 kJ/mol
H2 zero-point energy: 26.1 kJ/mol
D(H2) at 0 K: 430.5 kJ/mol
D(H2) at 298.15 K: 434.4 kJ/mol
Input D1, D2 at 298.15 K: 380, 290 kJ/mol
Input M mass: 28 u; M-H length: 1.50 angstrom
Input H-M-H angle in MH2: 92 degree
Input wavenumbers MH4: [2200, 2200, 2200, 2200, 950, 950, 950, 950, 950] cm^-1
Input wavenumbers MH3: [2150, 2150, 2150, 900, 900, 750] cm^-1
Input wavenumbers MH2: [2000, 2000, 1000] cm^-1
S = D1 - D2: 90.0 kJ/mol
Elimination enthalpy at 298.15 K: 235.6 kJ/mol
Same, converted: 2.442 eV
Elimination enthalpy if S were 0: 325.6 kJ/mol
van't Hoff slope, elimination: 235.6 kJ/mol
van't Hoff slope, 2 MH3 -> MH4 + MH2: -90.0 kJ/mol
D1, D2 at 0 K: 373.9, 284.2 kJ/mol
S at 0 K: 89.6 kJ/mol
Elimination enthalpy at 0 K: 227.6 kJ/mol
Error from 0 K D(H2) with 298 K D1, D2: 3.9 kJ/mol
Elimination enthalpy at 900 K: 239.5 kJ/mol
Elimination entropy at 900 K, 1 bar: 142.8 J/mol/K
Elimination Gibbs energy at 900 K, 1 bar: 111.1 kJ/mol
Equilibrium constant at 900 K (1 bar standard): 3.58e-07
Equilibrium conversion at 900 K, 1 Torr: 1.64 %
Conversion from Gibbs minimum: 1.64 %
Temperature where K = 1: 1691 K
Factor in K from 10 kJ/mol at 900 K: 3.81
Factor in K due to S at 900 K: 1.67e+05
Input triplet MH2 excitation: 85 kJ/mol
Elimination enthalpy to triplet: 320.6 kJ/mol
S referred to triplet MH2: 5.0 kJ/mol
Triplet/singlet population ratio at 900 K: 3.5e-05
Limit test: beta 100, gap 2, U 1 eV
Limit test S, full diagonalization: 0.61429 eV
Limit test S, law: 0.61428 eV
Limit test S with triplet MH2, full: -0.00372 eV
Limit test S with triplet MH2, law: -0.00375 eV
Model input: beta 2.8, gap 6.0, U 4.0 eV
Model bond energy at zero gap: 3.946 eV
Model D1, D2, full: 3.634, 2.880 eV
Model S, full: 0.754 eV
Model S with triplet MH2, full: -0.417 eV
Model pairing term alone: 1.606 eV
Model S from large-beta law: 0.400 eV
checks complete
```
